\section*{Perturbed angular correlation in random and normal static magnetic fields}

\section*{Question}

I am working on time-differential perturbed angular correlation. Two photons are emitted in cascade through an intermediate nuclear level, and a static magnetic field acts on the nucleus between the two emissions. I am asked to show that for randomly oriented fields of one magnitude the anisotropy is multiplied by
\[
G_{22}(t)=\frac{1+2\cos\omega t+2\cos 2\omega t}{5},
\]
with $\omega$ the Larmor frequency, while a field normal to the plane of the detectors ``leaves only $2\omega$''.

I can picture the normal-field case: the emission pattern turns like a lighthouse beam. But I cannot get from there to the random case. If precession gives $2\omega$, where does the $\cos\omega t$ come from when I average over directions? Why does a constant $1/5$ survive, when I would expect random fields to wash everything out? And in the normal-field case I also find a constant besides the $2\omega$ term, so is the claim even right?

\section*{Answer}

Your constant in the normal-field case is real. The correct claim is that $2\omega$ is the only \emph{oscillation} frequency there, provided the anisotropy is purely of rank 2. The random case follows once the precession is written for an arbitrary field direction, because the normal field is a special direction in which the $\omega$ term happens to vanish.

\subsection*{The correlation without a field}

Let the intermediate level have spin $I$, with $\mathbf I$ in units of $\hbar$. The photons are detected along unit vectors $\mathbf n_1$ and $\mathbf n_2$, the second a time $t$ after the first. The nuclei are unpolarized initially and photon polarization is not recorded.

After the first detection, $\mathbf n_1$ is the one distinguished direction. The density matrix $\rho$ of the level is therefore unchanged by rotations about $\mathbf n_1$, so it commutes with $\mathbf n_1\cdot\mathbf I$ and is a polynomial in it. Electromagnetic emission conserves parity. Inversion reverses $\mathbf n_1$ but not the axial vector $\mathbf I$, so only even powers occur. I keep powers up to the second, which is the rank-2 assumption:
\begin{equation}
\rho(0)=\frac{1+s_1Q(\mathbf n_1)}{2I+1},\qquad
Q(\mathbf n)=(\mathbf n\cdot\mathbf I)^2-\frac{I(I+1)}{3}.
\end{equation}
The subtraction makes $\operatorname{Tr}Q=0$. By the same symmetry argument, the probability of detecting the second photon is measured by the operator $D=1+s_2Q(\mathbf n_2)$, normalized to 1 for isotropic emission. The numbers $s_1,s_2$ depend on the spins and multipolarities of the cascade and, for a transition of mixed multipolarity, on the mixing ratio.

The relative coincidence rate is $W=\operatorname{Tr}(\rho D)$. The decay factor of the level multiplies all detector pairs equally and has been divided out. Terms linear in $Q$ have zero trace, so
\begin{equation}
W=1+\frac{s_1s_2}{2I+1}\operatorname{Tr}[Q(\mathbf n_1)Q(\mathbf n_2)].
\end{equation}
To find the trace, write $Q(\mathbf n)=\sum_{ij}n_in_jQ_{ij}$ with $Q_{ij}$ symmetric and traceless in $i,j$. The trace $\operatorname{Tr}(Q_{ij}Q_{kl})$ contains no preferred direction, so it is built from Kronecker deltas. Symmetry and tracelessness in each index pair leave one form:
\begin{equation}
\operatorname{Tr}(Q_{ij}Q_{kl})=\kappa\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).
\end{equation}
Contracting with the two directions gives
\begin{equation}
\operatorname{Tr}[Q(\mathbf n_1)Q(\mathbf n_2)]
=\kappa\left[2(\mathbf n_1\cdot\mathbf n_2)^2-\tfrac23\right]
=\tfrac43\kappa\,P_2(\mathbf n_1\cdot\mathbf n_2),
\end{equation}
where $P_2(u)=(3u^2-1)/2$. Setting $\mathbf n_1=\mathbf n_2=\mathbf n$ identifies $\tfrac43\kappa=\operatorname{Tr}Q(\mathbf n)^2$. Hence
\begin{equation}
W=1+A_{22}P_2(\mathbf n_1\cdot\mathbf n_2),\qquad
A_{22}=s_1s_2\frac{\operatorname{Tr}Q(\mathbf n)^2}{2I+1}.
\end{equation}
For $I=1/2$, $(\mathbf n\cdot\mathbf I)^2=1/4$ and $Q=0$. A rank-2 anisotropy therefore needs $I\ge1$.

\subsection*{A field in any direction rotates the first photon axis}

Let the field be $B\mathbf b$, with $\mathbf b$ a unit vector and $B>0$. With nuclear $g$-factor $g$ and nuclear magneton $\mu_N$,
\begin{equation}
H=-g\mu_NB\,\mathbf b\cdot\mathbf I,\qquad
U=e^{-iHt/\hbar}=e^{-i\varphi\,\mathbf b\cdot\mathbf I},\qquad
\varphi=-\frac{g\mu_NBt}{\hbar}.
\end{equation}
Define $\omega=|g|\mu_NB/\hbar$, so $|\varphi|=\omega t$. To see what $U$ does, differentiate at $\varphi=0$:
\begin{equation}
\frac{d}{d\varphi}\,U(\mathbf n\cdot\mathbf I)U^\dagger
=-i[\mathbf b\cdot\mathbf I,\mathbf n\cdot\mathbf I]
=-i\,\bigl(i(\mathbf b\times\mathbf n)\cdot\mathbf I\bigr)
=(\mathbf b\times\mathbf n)\cdot\mathbf I .
\end{equation}
This is the rate of change of $\mathbf n$ under a right-handed rotation about $\mathbf b$. Since $U$ is built from successive small steps of this kind, $U(\mathbf n\cdot\mathbf I)U^\dagger=(R\mathbf n)\cdot\mathbf I$, where $R$ rotates by $\varphi$ about $\mathbf b$. Squaring gives $UQ(\mathbf n_1)U^\dagger=Q(R\mathbf n_1)$, and the field-free trace can be reused:
\begin{equation}
W(t)=1+A_{22}\,P_2(\mathbf n_2\cdot R\mathbf n_1).
\label{eq:any}
\end{equation}
This is your lighthouse, for any field direction. Both of your cases are contained in it.

\subsection*{Field normal to the detector plane}

Take $\mathbf b=\hat z$, $\mathbf n_1=\hat x$ and $\mathbf n_2=(\cos\theta,\sin\theta,0)$. Then $R\mathbf n_1=(\cos\varphi,\sin\varphi,0)$ and $\mathbf n_2\cdot R\mathbf n_1=\cos(\theta-\varphi)$. With $\cos^2\alpha=(1+\cos2\alpha)/2$,
\begin{equation}
P_2(\cos\alpha)=\frac12\left[\frac32(1+\cos2\alpha)-1\right]
=\frac{1+3\cos2\alpha}{4},
\end{equation}
so
\begin{equation}
W_\perp(\theta,t)=1+\frac{A_{22}}4+\frac{3A_{22}}4\cos2(\theta-\varphi).
\label{eq:perp}
\end{equation}
The constant $A_{22}/4$ is the one you found. The only oscillation frequency is $2\omega$. The frequency $\omega$ is absent because after half a turn $R\mathbf n_1=-\mathbf n_1$, and $Q(-\mathbf n)=Q(\mathbf n)$. The alignment has an axis but no arrow, so it recovers its initial form after half a Larmor period. This leaves only even multiples of $\omega$, and $P_2(\cos\alpha)$, being quadratic in $\cos\alpha$, contains none above $2\omega$.

The rank-2 assumption matters here. A rank-4 anisotropy would add a term with $P_4(u)=(35u^4-30u^2+3)/8$. Using $\cos^4\alpha=(3+4\cos2\alpha+\cos4\alpha)/8$,
\begin{equation}
P_4(\cos\alpha)=\frac{9+20\cos2\alpha+35\cos4\alpha}{64},
\end{equation}
which brings in $4\omega$.

\subsection*{Where the $\omega$ term comes from}

Now tilt the field. Let $\beta$ be the angle between $\mathbf b$ and $\mathbf n_1$, and put the second detector opposite the first, $\mathbf n_2=-\mathbf n_1$. The component of $\mathbf n_1$ along $\mathbf b$ stays fixed and the transverse part turns, so with $c=\cos\beta$, $s=\sin\beta$ and $C=\cos\omega t$,
\begin{equation}
\mathbf n_1\cdot R\mathbf n_1=c^2+s^2C .
\label{eq:dot}
\end{equation}
$P_2$ is even, so the sign of $\mathbf n_2$ does not matter. Substituting $C^2=(1+\cos2\omega t)/2$,
\begin{align}
P_2(c^2+s^2C)
&=\frac{3c^4-1}{2}+3c^2s^2C+\frac32s^4C^2\nonumber\\
&=\left[\frac{3c^4-1}{2}+\frac34s^4\right]+3s^2c^2\cos\omega t+\frac34s^4\cos2\omega t .
\label{eq:tilt}
\end{align}
With $s^4=1-2c^2+c^4$ the bracket is $(9c^4-6c^2+1)/4=[P_2(c)]^2$. The $\omega$ term needs both a component of $\mathbf n_1$ along the field and one across it. It vanishes at $\beta=90^\circ$, which is why averaging the normal-field formula cannot produce it. For a general tilt, half a turn does not bring the alignment axis back to itself, and a full turn is needed.

\subsection*{Random field directions}

Assume that $\mathbf b$ is uniformly distributed over the sphere and that $B$ is the same at every nucleus. First, the angular dependence must be shown to remain $P_2(\mathbf n_1\cdot\mathbf n_2)$. Define the averaged matrix
\begin{equation}
M=\left\langle (R\mathbf n_1)(R\mathbf n_1)^{T}-\tfrac13\right\rangle_{\mathbf b},
\qquad
\langle P_2(\mathbf n_2\cdot R\mathbf n_1)\rangle=\tfrac32\,\mathbf n_2^{T}M\,\mathbf n_2 .
\end{equation}
Let $S$ be any rotation about $\mathbf n_1$. Rotating the field direction by $S$ changes $R$ to $SRS^{-1}$, and $S^{-1}\mathbf n_1=\mathbf n_1$, so $R\mathbf n_1$ becomes $SR\mathbf n_1$. A uniform average is unaffected by this relabelling of directions, hence $M=SMS^{T}$. A symmetric matrix with this axial symmetry is a combination of $\mathbf n_1\mathbf n_1^{T}$ and the unit matrix. Since $M$ is traceless, $M=G_{22}\,(\mathbf n_1\mathbf n_1^{T}-\tfrac13)$ with some number $G_{22}(t)$, and therefore
\begin{equation}
\langle W\rangle=1+A_{22}G_{22}(t)P_2(\mathbf n_1\cdot\mathbf n_2).
\label{eq:random}
\end{equation}

One geometry now suffices to find $G_{22}$. Choose $\mathbf n_2=\mathbf n_1$, where $P_2=1$. Put $x=\mathbf b\cdot\mathbf n_1=\cos\beta$. Equation \eqref{eq:dot} reads $\mathbf n_1\cdot R\mathbf n_1=C+(1-C)x^2$. The solid angle element is proportional to $dx$, so $x$ is uniform on $[-1,1]$, with $\langle x^2\rangle=1/3$ and $\langle x^4\rangle=1/5$. Then
\begin{align}
\left\langle[C+(1-C)x^2]^2\right\rangle
&=C^2+\frac23C(1-C)+\frac15(1-C)^2\nonumber\\
&=\frac{8C^2+4C+3}{15},\\
G_{22}=\frac32\cdot\frac{8C^2+4C+3}{15}-\frac12
&=\frac{4C^2+2C-1}{5}.
\end{align}
Finally $4C^2=2+2\cos2\omega t$, which gives
\begin{equation}
G_{22}(t)=\frac{1+2\cos\omega t+2\cos2\omega t}{5}.
\label{eq:G}
\end{equation}
The spin $I$ enters $A_{22}$ but not $G_{22}$.

The surviving $1/5$ is the average of $[P_2(\cos\beta)]^2$, the constant in \eqref{eq:tilt}. Each nucleus keeps the part of its alignment that is symmetric about its own field. With the detectors on one line, this part contributes with the squared, non-negative weight $[P_2(\cos\beta)]^2$, so different field directions cannot cancel it. By \eqref{eq:random}, the value of $G_{22}$ found in that geometry holds for every detector angle.

\subsection*{Worked example}

Take round model parameters: $I=5/2$, $g=0.40$, $B=5.0$ T, $s_1=0.15$, $s_2=-0.15$. The eigenvalues of $Q$ are $m^2-35/12=10/3,\,-2/3,\,-8/3$, each occurring twice, so
\[
A_{22}=-0.0225\times\frac{2}{6}\cdot\frac{100+4+64}{9}=-0.0225\times6.222=-0.140 .
\]
The Larmor frequency is
\[
\omega=\frac{0.40\times5.0508\times10^{-27}\times5.0}{1.05457\times10^{-34}}\ \mathrm{s^{-1}}
=95.8\ \mathrm{Mrad/s},
\]
so the Larmor period is $65.6$ ns and the $2\omega$ signal repeats every $32.8$ ns.

At $t=10$ ns, $\omega t=54.88^\circ$, with $\cos\omega t=0.575$ and $\cos2\omega t=-0.338$. For random fields
\[
G_{22}=\frac{1+1.150-0.676}{5}=0.295,\qquad
W(180^\circ)=1-0.140\times0.295=0.959 .
\]
For the normal field, \eqref{eq:perp} at $\theta=180^\circ$ gives
\[
W_\perp(180^\circ)=1-0.035-0.105\times(-0.338)=1.0005 .
\]
Further delays:
\begin{center}
\begin{tabular}{rrrr}
$t$ (ns) & $G_{22}$ & $W(180^\circ)$, random & $W_\perp(180^\circ)$\\
0 & 1.000 & 0.860 & 0.860\\
10 & 0.295 & 0.959 & 1.0005\\
20 & $-0.244$ & 1.034 & 1.046\\
30 & 0.158 & 0.978 & 0.875\\
40 & $-0.033$ & 1.005 & 0.945
\end{tabular}
\end{center}

The zeros of $G_{22}$ follow from $4C^2+2C-1=0$, that is $C=(-1\pm\sqrt5)/4=0.309$ or $-0.809$. In the first half period these are $\omega t=72^\circ$ and $144^\circ$, at $13.1$ and $26.2$ ns. Between them $dG_{22}/dC=(8C+2)/5$ vanishes at $C=-1/4$, where $G_{22}=-1/4$. This minimum lies at $19.0$ ns. The sign reversal means that the preferred and unfavoured detector angles have exchanged roles.

A misalignment of the normal geometry can bring the $\omega$ term back. With the detectors opposite each other, a tilt that keeps the field perpendicular to their axis does not, because $\beta$ stays at $90^\circ$. If the field is instead tilted by a small angle $\delta$ towards their axis, $c=\sin\delta$ and the weight $3s^2c^2$ in \eqref{eq:tilt} grows as $3\delta^2$. If the field is tilted by $10^\circ$ from the normal towards the first detector, then $\beta=80^\circ$, and \eqref{eq:tilt} gives weights $0.207$, $0.088$ and $0.705$ for the constant, $\omega$ and $2\omega$ terms. At exact alignment they are $0.25$, $0$ and $0.75$. The numerical check obtains these signals by evolving spin density matrices and compares them with the formulas above.

\subsection*{Which count ratio to plot}

For random fields, \eqref{eq:random} gives $W(180^\circ)=1+A_{22}G_{22}$ and $W(90^\circ)=1-A_{22}G_{22}/2$. Hence
\begin{equation}
\frac{2[W(180^\circ)-W(90^\circ)]}{W(180^\circ)+2W(90^\circ)}
=\frac{3A_{22}G_{22}}{3}=A_{22}G_{22}.
\end{equation}
For the normal field, \eqref{eq:perp} gives $W_\perp=1+A_{22}/4\pm(3A_{22}/4)\cos2\omega t$, with the upper sign at $180^\circ$ and the lower at $90^\circ$. The same ratio becomes
\begin{equation}
\frac{A_{22}\cos2\omega t}{1+\frac{A_{22}}4(1-\cos2\omega t)} .
\end{equation}
Its denominator oscillates too, so the ratio contains harmonics that the count rates lack. Expanding to second order in $A_{22}$ gives a $4\omega$ amplitude of $A_{22}^2/8=0.0025$, and the program finds $0.0026$, against $0.145$ in magnitude for $2\omega$. The plain contrast avoids this, because the oscillation cancels in the sum:
\begin{equation}
\frac{W_\perp(180^\circ)-W_\perp(90^\circ)}{W_\perp(180^\circ)+W_\perp(90^\circ)}
=\frac{3A_{22}/4}{1+A_{22}/4}\cos2\omega t=-0.109\cos2\omega t .
\end{equation}

\subsection*{When the random-field formula fails}

Each assumption can be traced to a step.
\begin{itemize}
\item If $B$ varies from nucleus to nucleus, independently of the field direction, \eqref{eq:G} must also be averaged over $\omega$. For a smooth distribution the cosines average to zero at long times and $G_{22}\to1/5$.
\item If the field directions are not uniformly distributed, the relabelling argument for $M$ fails unless the distribution is symmetric about $\mathbf n_1$, and the weights $1/5,2/5,2/5$, which rest on $\langle x^2\rangle=1/3$ and $\langle x^4\rangle=1/5$, change in general.
\item If the field at a nucleus changes direction between the two photons, its evolution is no longer a rotation about one fixed axis, and the constant $1/5$ is not protected.
\item If an electric field gradient acts on the nuclear quadrupole moment, $H$ contains terms quadratic in $\mathbf I$. Then $U$ is not a rotation and \eqref{eq:any} does not hold.
\end{itemize}

\section*{Table of computed values}
\begin{verbatim}
spin I = 2.5, g = 0.40, B = 5.0 T
alignment s1 = 0.15, sensitivity s2 = -0.15
nuclear magneton = 5.050784e-27 J/T
hbar = 1.054572e-34 J s
A22 = -0.1400
Larmor frequency w = 95.788 Mrad/s
w/(2 pi) = 15.245 MHz
Larmor period = 65.594 ns
period of 2w signal = 32.797 ns
random field: t (ns), wt (deg), G22, W(180), W(90), ratio
   0    0.00   1.0000  0.8600  1.0700  -0.1400
  10   54.88   0.2948  0.9587  1.0206  -0.0413
  20  109.77  -0.2438  1.0341  0.9829   0.0341
  30  164.65   0.1582  0.9779  1.0111  -0.0221
  40  219.53  -0.0326  1.0046  0.9977   0.0046
normal field: t (ns), W(180), W(90), difference/sum
   0  0.8600  1.0700  -0.1088
  10  1.0005  0.9295   0.0368
  20  1.0460  0.8840   0.0839
  30  0.8747  1.0553  -0.0936
  40  0.9451  0.9849  -0.0206
G22 first zero: 13.119 ns, 72.00 deg
G22 second zero: 26.238 ns, 144.00 deg
G22 minimum: -0.2500 at 19.037 ns, 104.48 deg
weights of 0, w, 2w in (W(180)-1)/A22:
  random field: 0.2000, 0.4000, 0.4000
  normal field: 0.2500, 0.0000, 0.7500
  field 10 deg off normal: 0.2068, 0.0877, 0.7055
normal field, difference/sum: 2w amplitude = -0.10881
normal field, ratio 2(W180-W90)/(W180+2W90):
  constant = 0.00263, 2w = -0.14522, 4w = 0.00263
rank-4 term, normal field, weights of 0, 2w, 4w:
  0.1406, 0.3125, 0.5469
\end{verbatim}
